**Phonon rate powers and the temperature exponent of conductivity**

For $kT$ well above the phonon energies, three-phonon rates $\Gamma_3$ grow as $T$ and four-phonon rates $\Gamma_4$ as $T^2$. With a static rate $\Gamma_0$ and total rate $\Gamma$, the exponent $p=-d\ln\kappa/d\ln T$ is $1+\langle(\Gamma_4-\Gamma_0)/\Gamma\rangle$, averaged with each mode's share of the conductivity $\kappa$. The program asserts that occupation factors computed from ladder matrices agree with the hyperbolic-sine formula for five kinds of process, and that the first correction to the classical limit has the predicted size. It also asserts that rates summed over a model set of processes approach the powers 1 and 2, with deviations falling as $T^{-2}$. For a Debye model, it compares the wave-vector integral for $\kappa$ with the closed formula, and finite-difference exponents with the closed and averaged expressions. The output shows $p$ rising from 1.10 at 300 K to 1.20 at 900 K, where $\kappa$ is 14.9% below a $1/T$ extrapolation from 300 K. With boundary scattering, $p$ drops below 1 for lengths under about 670 nm at 300 K and 43 nm at 900 K.

## Program and output

```python
"""Phonon scattering rates and the temperature exponent of conductivity.

Result under test: for kT well above the phonon energies, three-phonon rates
grow as T and four-phonon rates as T^2. With a static rate G0 added, the local
exponent p = -dln(kappa)/dln(T) is 1 + <(G4 - G0)/G>, a kappa-weighted mean.
Symbols: x = hbar*omega/(k*T); n = Bose occupation; G3, G4 = three- and
four-phonon population decay rates; G = total rate; u = omega/omega_cutoff;
r = G4/G3 at the cutoff; L = boundary length, giving G0 = speed/L.
The model is a Debye crystal with three equal branches,
G3 ~ T*u^2 and G4 ~ T^2*u^4.
"""
import numpy as np
from scipy.constants import hbar, k as k_B
from scipy.integrate import quad
from scipy.optimize import brentq

speed = 2500.0              # m/s
cutoff_THz = 4.0
omega_cut = 2 * np.pi * cutoff_THz * 1e12
T_ref = 300.0               # K
G3_ref = 0.20e12            # 1/s, at cutoff and T_ref
G4_ref = 0.08e12            # 1/s, at cutoff and T_ref


def bose(x):
    return 1.0 / np.expm1(x)


def relaxation_factor(absorbed, emitted):
    """Forward minus backward occupation products of the partner phonons."""
    forward, backward = 1.0, 1.0
    for x in absorbed:
        forward = forward * bose(x)
        backward = backward * (1 + bose(x))
    for x in emitted:
        forward = forward * (1 + bose(x))
        backward = backward * bose(x)
    return forward - backward


def local_exponent(function, T, h=1e-3):
    up, down = function(T * np.exp(h)), function(T * np.exp(-h))
    return -(np.log(up) - np.log(down)) / (2 * h)


# --- Occupation factors from ladder matrices in a truncated number basis ---
size = 600
ladder = np.diag(np.sqrt(np.arange(1, size)), 1)
absorb_strength = np.diag(ladder.T @ ladder)
emit_strength = np.diag(ladder @ ladder.T)


def ladder_means(mean_number):
    ratio = mean_number / (1 + mean_number)
    probability = (1 - ratio) * ratio ** np.arange(size)
    return probability @ absorb_strength, probability @ emit_strength


x_mode = 1.1
channels = [([], [0.4, 0.7]), ([0.5], [1.6]),
            ([], [0.3, 0.35, 0.45]), ([0.6], [0.8, 0.9]),
            ([0.5, 0.6], [2.2])]
for absorbed, emitted in channels:
    def net_loss(mode_number):
        forward, backward = ladder_means(mode_number)
        for x in absorbed:
            down, up = ladder_means(bose(x))
            forward, backward = forward * down, backward * up
        for x in emitted:
            down, up = ladder_means(bose(x))
            forward, backward = forward * up, backward * down
        return forward - backward

    n_eq = bose(x_mode)
    shift = 0.01 * n_eq
    from_ladder = (net_loss(n_eq + shift) - net_loss(n_eq)) / shift
    partners = np.array(absorbed + emitted)
    sinh_form = 2 * np.sinh(x_mode / 2) / np.prod(2 * np.sinh(partners / 2))
    assert abs(net_loss(n_eq)) < 1e-9          # detailed balance
    assert abs(from_ladder / sinh_form - 1) < 1e-8
    # Leading classical term and its first correction, at 20 times higher T
    s = 1 / 20
    exact = relaxation_factor([s * x for x in absorbed],
                              [s * x for x in emitted])
    classical = s * x_mode / np.prod(s * partners)
    predicted = s**2 * (x_mode**2 - np.sum(partners**2)) / 24
    assert abs((exact / classical - 1) / predicted - 1) < 0.02

# --- Summed rates of one mode over a fixed set of allowed processes ---
mode_u = 0.6
grid = (np.arange(60) + 0.5) / 60
first, second = np.meshgrid(grid, grid, indexing="ij")


def channel_sum(absorbed, emitted, allowed, x_cut):
    ins = [f[allowed] for f in absorbed]
    outs = [f[allowed] for f in emitted]
    weight = np.prod(np.array(ins + outs), axis=0) ** 2
    factor = relaxation_factor([x_cut * f for f in ins],
                               [x_cut * f for f in outs])
    return np.sum(weight * factor)


def three_phonon_sum(T):
    x_cut = hbar * omega_cut / (k_B * T)
    rest, total = mode_u - grid, mode_u + grid
    return (0.5 * channel_sum([], [grid, rest], rest > 1e-3, x_cut)
            + channel_sum([grid], [total], total < 1, x_cut))


def four_phonon_sum(T):
    x_cut = hbar * omega_cut / (k_B * T)
    rest = mode_u - first - second
    exchange = mode_u + first - second
    total = mode_u + first + second
    return (channel_sum([], [first, second, rest], rest > 1e-3, x_cut) / 6
            + channel_sum([first], [second, exchange],
                          (exchange > 1e-3) & (exchange < 1), x_cut) / 2
            + channel_sum([first, second], [total], total < 1, x_cut) / 2)


power3 = {T: -local_exponent(three_phonon_sum, T) for T in (300.0, 900.0)}
power4 = {T: -local_exponent(four_phonon_sum, T) for T in (300.0, 900.0)}
for power, target in ((power3, 1), (power4, 2)):
    assert abs(power[900.0] - target) < 0.02
    # The deviation from the classical power must itself fall as 1/T^2
    fall = (power[300.0] - target) / (power[900.0] - target)
    assert abs(fall / 9 - 1) < 0.1

# --- Conductivity from the wave-vector integral of C * v_x^2 / G ---
nodes, node_weights = np.polynomial.legendre.leggauss(400)
u_nodes, u_weights = (nodes + 1) / 2, node_weights / 2
cosines, cosine_weights = np.polynomial.legendre.leggauss(8)


def rates(u, T):
    return G3_ref * (T / T_ref) * u**2, G4_ref * (T / T_ref)**2 * u**4


def mode_heat_capacity(x):
    return k_B * x**2 / (4 * np.sinh(x / 2)**2)


def kappa(T, L=np.inf, four=True, quantum=False):
    G3, G4 = rates(u_nodes, T)
    G = G3 + (G4 if four else 0) + speed / L
    x = hbar * omega_cut * u_nodes / (k_B * T)
    C = mode_heat_capacity(x) if quantum else k_B
    q_cut = omega_cut / speed
    radial = np.sum(u_weights * q_cut**3 * u_nodes**2 * C / G)
    angular = 2 * np.pi * np.sum(cosine_weights * (speed * cosines)**2)
    return 3 * radial * angular / (2 * np.pi)**3


def ratio_r(T):
    G3, G4 = rates(1.0, T)
    return G4 / G3


def kappa_closed(T):
    root = np.sqrt(ratio_r(T))
    prefactor = k_B * omega_cut**3 / (2 * np.pi**2 * speed * rates(1.0, T)[0])
    return prefactor * np.arctan(root) / root


def exponent_closed(T):
    r = ratio_r(T)
    return 1.5 - np.sqrt(r) / (2 * (1 + r) * np.arctan(np.sqrt(r)))


temperatures = (300.0, 600.0, 900.0)
for T in temperatures:
    assert abs(kappa(T) / kappa_closed(T) - 1) < 1e-9
    assert abs(local_exponent(kappa, T) - exponent_closed(T)) < 1e-5
    assert 1 < local_exponent(kappa, T) < 2
    three_only = local_exponent(lambda t: kappa(t, four=False), T)
    assert abs(three_only - 1) < 1e-8

# Weighted-mean law with static scattering, by separate adaptive quadrature
L_test = 1e-6


def mean_law(T, L):
    def weight(u):
        return u**2 / (sum(rates(u, T)) + speed / L) * 1e12

    def share(u):
        G3, G4 = rates(u, T)
        return (G4 - speed / L) / (G3 + G4 + speed / L)

    top = quad(lambda u: weight(u) * share(u), 0, 1, limit=200)[0]
    return 1 + top / quad(weight, 0, 1, limit=200)[0]


for T in temperatures:
    direct = local_exponent(lambda t: kappa(t, L=L_test), T)
    assert abs(direct - mean_law(T, L_test)) < 1e-5

# Strong four-phonon limit: the spectrum tends to 3/2, a single mode to 2
T_limit = 1e4 * T_ref       # mathematical limit of the model only
p_spectrum_limit = local_exponent(kappa, T_limit)
p_mode_limit = local_exponent(lambda t: 1 / sum(rates(1.0, t)), T_limit)
assert abs(p_spectrum_limit - 1.5) < 0.01
assert abs(p_mode_limit - 2) < 0.01
p_mode = {T: local_exponent(lambda t: 1 / sum(rates(1.0, t)), T)
          for T in temperatures}
for T in temperatures:
    assert abs(p_mode[T] - (1 + ratio_r(T) / (1 + ratio_r(T)))) < 1e-5

# Heat capacity from the energy derivative, and its logarithmic slope
omega_test, T_test = 0.3 * omega_cut, 300.0


def mode_energy(T):
    return hbar * omega_test * bose(hbar * omega_test / (k_B * T))


x_test = hbar * omega_test / (k_B * T_test)
C_numeric = (mode_energy(T_test + 0.1) - mode_energy(T_test - 0.1)) / 0.2
assert abs(C_numeric / mode_heat_capacity(x_test) - 1) < 1e-6
C_slope = -local_exponent(
    lambda t: mode_heat_capacity(hbar * omega_test / (k_B * t)), T_test)
assert abs(C_slope / (x_test**2 / 6) - 1) < 0.01
p_quantum = {T: local_exponent(lambda t: kappa(t, quantum=True), T)
             for T in temperatures}

# Boundary length at which the exponent is exactly one
L_threshold = {}
for T in (300.0, 900.0):
    def exponent_at(log_L):
        return local_exponent(lambda t: kappa(t, L=np.exp(log_L)), T)
    scan = [exponent_at(y) for y in np.log(np.geomspace(1e-9, 1e-5, 25))]
    assert np.all(np.diff(scan) > 0)           # hence only one crossing
    L_threshold[T] = np.exp(brentq(lambda y: exponent_at(y) - 1,
                                   np.log(1e-9), np.log(1e-4)))
    assert abs(mean_law(T, L_threshold[T]) - 1) < 1e-4

# --- Printed numbers ---
print(f"sound speed: {speed:.0f} m/s")
print(f"cutoff frequency: {cutoff_THz:.1f} THz")
print(f"cutoff wavelength: {2*np.pi*speed/omega_cut*1e9:.3f} nm")
density = (omega_cut / speed)**3 / (6 * np.pi**2)
print(f"atoms per volume: {density*1e-27:.2f} per nm^3")
for T in (300.0, 900.0):
    x = hbar * omega_cut / (k_B * T)
    print(f"T = {T:.0f} K: x at cutoff: {x:.4f}")
    print(f"  Bose occupation at cutoff: {bose(x):.4f}")
    print(f"  classical occupation kT/(hbar omega): {1/x:.4f}")
    f3 = relaxation_factor([], [x / 2, x / 2])
    f4 = relaxation_factor([x / 2], [0.75 * x, 0.75 * x])
    c3, c4 = x / (x / 2)**2, x / (x / 2 * (0.75 * x)**2)
    print(f"  decay of cutoff mode into halves, exact factor: {f3:.4f}")
    print(f"  same, classical factor: {c3:.4f}")
    print(f"  cutoff + 1/2 -> 3/4 + 3/4, exact factor: {f4:.4f}")
    print(f"  same, classical factor: {c4:.4f}")
    print(f"  power of T, summed three-phonon rate: {power3[T]:.4f}")
    print(f"  power of T, summed four-phonon rate: {power4[T]:.4f}")
for T in temperatures:
    G3, G4 = rates(1.0, T)
    print(f"T = {T:.0f} K: cutoff G3, G4: {G3/1e12:.3f}, {G4/1e12:.3f} per ps")
    print(f"  ratio r = G4/G3 at cutoff: {ratio_r(T):.3f}")
    print(f"  kappa, three-phonon only: {kappa(T, four=False):.3f} W/(m K)")
    print(f"  kappa, three- and four-phonon: {kappa(T):.3f} W/(m K)")
    print(f"  local exponent p, whole spectrum: {exponent_closed(T):.4f}")
    print(f"  local exponent p, cutoff mode alone: {p_mode[T]:.4f}")
    print(f"  p with quantum heat capacity: {p_quantum[T]:.4f}")
extrapolated = kappa(300.0) / 3
print(f"1/T extrapolation from 300 to 900 K: {extrapolated:.3f} W/(m K)")
print(f"shortfall below it: {100*(1-kappa(900.0)/extrapolated):.1f} percent")
p_average = np.log(kappa(300.0) / kappa(900.0)) / np.log(3)
print(f"average exponent, 300 to 900 K: {p_average:.4f}")
path = speed / sum(rates(1.0, 900.0))
print(f"mean free path at cutoff, 900 K: {path*1e9:.2f} nm")
print(f"p at r = {ratio_r(T_limit):.0f}, spectrum: {p_spectrum_limit:.4f}")
print(f"p at same r, cutoff mode alone: {p_mode_limit:.4f}")
for T in (300.0, 900.0):
    print(f"boundary length for p = 1, {T:.0f} K: {L_threshold[T]*1e9:.1f} nm")
p_film = local_exponent(lambda t: kappa(t, L=1e-7), 300.0)
print(f"L = 100 nm, 300 K: kappa {kappa(300.0, L=1e-7):.3f} W/(m K)")
print(f"L = 100 nm, 300 K: local exponent p {p_film:.4f}")
print("all assertions hold")
```

Printed output:

```
sound speed: 2500 m/s
cutoff frequency: 4.0 THz
cutoff wavelength: 0.625 nm
atoms per volume: 17.16 per nm^3
T = 300 K: x at cutoff: 0.6399
  Bose occupation at cutoff: 1.1157
  classical occupation kT/(hbar omega): 1.5627
  decay of cutoff mode into halves, exact factor: 6.3042
  same, classical factor: 6.2510
  cutoff + 1/2 -> 3/4 + 3/4, exact factor: 8.6278
  same, classical factor: 8.6833
  power of T, summed three-phonon rate: 1.0124
  power of T, summed four-phonon rate: 2.0388
T = 900 K: x at cutoff: 0.2133
  Bose occupation at cutoff: 4.2060
  classical occupation kT/(hbar omega): 4.6882
  decay of cutoff mode into halves, exact factor: 18.7707
  same, classical factor: 18.7530
  cutoff + 1/2 -> 3/4 + 3/4, exact factor: 78.0941
  same, classical factor: 78.1496
  power of T, summed three-phonon rate: 1.0014
  power of T, summed four-phonon rate: 2.0043
T = 300 K: cutoff G3, G4: 0.200, 0.080 per ps
  ratio r = G4/G3 at cutoff: 0.400
  kappa, three-phonon only: 22.208 W/(m K)
  kappa, three- and four-phonon: 19.802 W/(m K)
  local exponent p, whole spectrum: 1.0995
  local exponent p, cutoff mode alone: 1.2857
  p with quantum heat capacity: 1.0782
T = 600 K: cutoff G3, G4: 0.400, 0.320 per ps
  ratio r = G4/G3 at cutoff: 0.800
  kappa, three-phonon only: 11.104 W/(m K)
  kappa, three- and four-phonon: 9.059 W/(m K)
  local exponent p, whole spectrum: 1.1595
  local exponent p, cutoff mode alone: 1.4444
  p with quantum heat capacity: 1.1544
T = 900 K: cutoff G3, G4: 0.600, 0.720 per ps
  ratio r = G4/G3 at cutoff: 1.200
  kappa, three-phonon only: 7.403 W/(m K)
  kappa, three- and four-phonon: 5.615 W/(m K)
  local exponent p, whole spectrum: 1.2004
  local exponent p, cutoff mode alone: 1.5455
  p with quantum heat capacity: 1.1982
1/T extrapolation from 300 to 900 K: 6.601 W/(m K)
shortfall below it: 14.9 percent
average exponent, 300 to 900 K: 1.1472
mean free path at cutoff, 900 K: 1.89 nm
p at r = 4000, spectrum: 1.4949
p at same r, cutoff mode alone: 1.9998
boundary length for p = 1, 300 K: 669.8 nm
boundary length for p = 1, 900 K: 42.9 nm
L = 100 nm, 300 K: kappa 10.993 W/(m K)
L = 100 nm, 300 K: local exponent p 0.8376
all assertions hold
```
